# Photoelectron asymmetry from two partial waves, and the argon 3p Cooper minimum: a numerical check

```python
"""Cooper-Zare asymmetry parameter of photoelectrons, tested and applied to argon 3p.

Result under test, for a filled subshell l and linearly polarized light:
  dsigma/dOmega = sigma/(4 pi) * (1 + beta*P2(cos theta)),
  beta = [l(l-1)Rm^2 + (l+1)(l+2)Rp^2 - 6l(l+1)Rp*Rm*cos(D)]
         / [(2l+1)(l*Rm^2 + (l+1)Rp^2)].
Rm, Rp: radial dipole integrals to l-1 and l+1 (energy-normalized waves),
D: phase of the l+1 wave minus phase of the l-1 wave, Coulomb phases included,
theta: angle between polarization and electron momentum.
Internally hartree atomic units; P denotes r times a radial function.
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lpmv, loggamma
from pyscf import gto, scf

EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
MB = BOHR**2 / 1e-22          # one squared bohr in megabarn
ALPHA = const.fine_structure

x = np.linspace(math.log(1e-5), math.log(20.0), 3800)
h = x[1] - x[0]
r = np.exp(x)


def cooper_zare(l, Rm, Rp, D):
    top = (l*(l-1)*Rm**2 + (l+1)*(l+2)*Rp**2
           - 6*l*(l+1)*Rp*Rm*np.cos(D))
    return top / ((2*l+1) * (l*Rm**2 + (l+1)*Rp**2))


def cross_section(l, electrons, omega, Rm, Rp):
    """Total subshell cross section in squared bohr."""
    return (4*np.pi**2*ALPHA/3 * omega * electrons/(2*l+1)
            * (l*Rm**2 + (l+1)*Rp**2))


def outward(pot, l, energies):
    """Regular radial solutions P by Numerov steps on the logarithmic grid."""
    e = np.atleast_1d(energies)
    g = (l+0.5)**2 + 2*r[:, None]**2*(pot[:, None] - e)
    q = 1 - h*h*g/12
    c = 2 + h*h*g/q
    w = np.empty_like(g)
    charge = -pot[0]*r[0]
    start = r[:2]**(l+0.5) * (1 - charge*r[:2]/(l+1))
    w[:2] = q[:2]*start[:, None]
    for n in range(1, len(r)-1):
        w[n+1] = c[n]*w[n] - w[n-1]
    return np.sqrt(r)[:, None]*w/q


def bound(pot, l, low, high, r_stop):
    """Bound orbital vanishing at r_stop, normalized, positive near the nucleus."""
    stop = np.searchsorted(r, r_stop) - 1
    energy = brentq(lambda e: outward(pot, l, e)[stop, 0], low, high,
                    xtol=1e-14, rtol=1e-14)
    P = outward(pot, l, energy)[:, 0]
    P[stop:] = 0
    return energy, P/np.sqrt(np.sum(P**2*r)*h)


def continuum(pot, l, energies):
    """Energy-normalized waves and their phases; pot must be -1/r beyond 10 bohr."""
    e = np.atleast_1d(energies)
    P = outward(pot, l, e)
    at = np.searchsorted(r, [10.0, 10.5])
    phase = np.empty(len(e))
    for j, energy in enumerate(e):
        k = math.sqrt(2*energy)
        FG = np.array([[float(mp.re(mp.coulombf(l, -1/k, k*r[i]))),
                        float(mp.re(mp.coulombg(l, -1/k, k*r[i])))] for i in at])
        a, b = np.linalg.solve(FG, P[at, j])
        P[:, j] *= math.sqrt(2/(math.pi*k))/math.hypot(a, b)
        phase[j] = math.atan2(b, a) + loggamma(l+1-1j/k).imag
    return P, phase


def dipole(P_cont, P_bound):
    return np.sum(P_cont*(P_bound*r*r)[:, None], axis=0)*h


# ---- angular formula against explicit sums over magnetic quantum numbers
nodes, weights = np.polynomial.legendre.leggauss(40)


def theta_part(l, m):
    norm = math.sqrt((2*l+1)/2*math.factorial(l-m)/math.factorial(l+m))
    return norm*lpmv(m, l, nodes)


rng = np.random.default_rng(4)
angular_error = 0.0
s_shell_beta = None
for l in range(4):
    for trial in range(5):
        Rm, Rp = rng.normal(size=2)
        pm, pp = rng.uniform(0, 2*np.pi, 2)
        intensity = np.zeros(len(nodes))
        for m in range(l+1):
            amp = np.zeros(len(nodes), complex)
            for lf, R, ph in ((l-1, Rm, pm), (l+1, Rp, pp)):
                if lf >= m:
                    ang = np.sum(weights*theta_part(lf, m)*nodes*theta_part(l, m))
                    amp += (-1j)**lf*np.exp(1j*ph)*R*ang*theta_part(lf, m)
            intensity += (1 if m == 0 else 2)*abs(amp)**2
        total = np.sum(weights*intensity)
        direct = 5*np.sum(weights*intensity*lpmv(0, 2, nodes))/total
        fourth = np.sum(weights*intensity*lpmv(0, 4, nodes))/total
        assert abs(fourth) < 1e-11
        angular_error = max(angular_error,
                            abs(direct - cooper_zare(l, Rm, Rp, pp-pm)))
        if l == 0:
            s_shell_beta = direct
            assert abs(direct - 2) < 1e-11
assert angular_error < 1e-10

# ---- extremes of beta for a p shell at fixed phase difference
ratio_scan = np.linspace(-20, 20, 400001)
for D in (0.4, 1.2, 2.5):
    scan = cooper_zare(1, 1.0, ratio_scan, D)
    root = math.sqrt(1+8*math.cos(D)**2)
    assert abs(scan.min() - (1-root)/2) < 1e-6
    assert abs(scan.max() - (1+root)/2) < 1e-6

# ---- irregular Coulomb function: Wronskian F'G - FG' = 1
F = lambda z: mp.re(mp.coulombf(2, -0.8, z))
G = lambda z: mp.re(mp.coulombg(2, -0.8, z))
assert abs(mp.diff(F, 9)*G(9) - F(9)*mp.diff(G, 9) - 1) < 1e-6

# ---- closed three-dimensional Coulomb wave, initial p orbitals r_i*exp(-a r)
k_test, a_test = 1.0, 1.5
t, wt = np.polynomial.legendre.leggauss(100)
t, wt = 20*(t+1), 20*wt
hyper = np.array([complex(mp.hyp1f1(1j/k_test, 1, 1j*k_test*s)) for s in t])
xi, zeta = t[:, None], t[None, :]          # r+z and r-z, momentum along z
z = (xi-zeta)/2
kernel = (wt[:, None]*wt[None, :]*(xi+zeta)*np.exp(-a_test*(xi+zeta)/2)
          * np.exp(-1j*k_test*z)*hyper[:, None])
parallel = abs(np.sum(kernel*z**2))**2
perpendicular = abs(np.sum(kernel*xi*zeta/2))**2
beta_3d = 2*(parallel-perpendicular)/(parallel+2*perpendicular)
coulomb = -1/r
Ps, phs = continuum(coulomb, 0, k_test**2/2)
Pd, phd = continuum(coulomb, 2, k_test**2/2)
P_test = r**2*np.exp(-a_test*r)
Rs_t, Rd_t = dipole(Ps, P_test)[0], dipole(Pd, P_test)[0]
beta_waves = cooper_zare(1, Rs_t, Rd_t, phd[0]-phs[0])
beta_no_phase = cooper_zare(1, Rs_t, Rd_t, 0.0)
assert abs(beta_3d - beta_waves) < 1e-4

# ---- normalization: closed hydrogen 1s cross section at kinetic energy 0.5
Pp, _ = continuum(coulomb, 1, 0.5)
sigma_h = cross_section(0, 1, 1.0, 0.0, dipole(Pp, 2*r*np.exp(-r))[0])
sigma_closed = (2**9*np.pi**2/3*ALPHA*0.5**4*math.exp(-4*math.atan(1.0))
                / (1-math.exp(-2*np.pi)))
assert abs(sigma_h/sigma_closed - 1) < 1e-4

# ---- argon potential from a Hartree-Fock density
mol = gto.M(atom="Ar 0 0 0", basis="cc-pvtz", verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.kernel()
assert mf.converged
dm = mf.make_rdm1()


def density(direction):
    ao = mol.eval_gto("GTOval_sph", r[:, None]*np.array(direction)[None, :])
    return np.maximum(np.einsum("pi,ij,pj->p", ao, dm, ao), 0)


rho = density([0.0, 0.0, 1.0])
rho_other = density([0.6, 0.64, 0.48])
assert np.max(abs(rho-rho_other)*r**2) < 1e-5
inside = cumulative_trapezoid(4*np.pi*rho*r**3, x, initial=0)
shells = cumulative_trapezoid(4*np.pi*rho*r**2, x, initial=0)
assert abs(inside[-1] - 18) < 1e-3
hartree = inside/r + shells[-1] - shells
slater = -1.5*(3*rho/np.pi)**(1/3)
raw = -18/r + hartree + slater
argon = np.minimum(raw, -1/r)
latter_radius = r[np.where(raw < -1/r)[0][-1]]
assert latter_radius < 9.5

e3p, P3p = bound(argon, 1, -2.0, -0.2, 20.0)
e2p, P2p = bound(argon, 1, -14.0, -5.0, 4.0)


def node_radii(P, r_max):
    use = (r < r_max)
    s = np.sign(P[use])
    return r[:use.sum()-1][s[:-1]*s[1:] < 0]


assert len(node_radii(P3p, 12.0)) == 1 and len(node_radii(P2p, 2.5)) == 0
node3p = node_radii(P3p, 12.0)[0]


def observe(kinetic_ev):
    """Rs, Rd, phase difference, beta, cross section in Mb for argon 3p."""
    e = np.atleast_1d(kinetic_ev)/EV
    Ps, phs = continuum(argon, 0, e)
    Pd, phd = continuum(argon, 2, e)
    Rs, Rd = dipole(Ps, P3p), dipole(Pd, P3p)
    D = phd - phs
    sig = cross_section(1, 6, e-e3p, Rs, Rd)*MB
    return Rs, Rd, D, cooper_zare(1, Rs, Rd, D), sig


kin = np.arange(1.0, 122.0, 3.0)
ws, ps = continuum(argon, 0, kin/EV)
wd, pd = continuum(argon, 2, kin/EV)
Rs, Rd, D = dipole(ws, P3p), dipole(wd, P3p), pd-ps
beta = cooper_zare(1, Rs, Rd, D)
sigma = cross_section(1, 6, kin/EV-e3p, Rs, Rd)*MB

# length and velocity forms agree in one common local potential
slope = CubicSpline(x, P3p)(x, 1)/r
omega = kin/EV - e3p
vel_s = -np.sum(ws*((slope + P3p/r)*r)[:, None], axis=0)*h/omega
vel_d = -np.sum(wd*((slope - 2*P3p/r)*r)[:, None], axis=0)*h/omega
scale = max(abs(Rs).max(), abs(Rd).max())
gauge_error = max(abs(vel_s-Rs).max(), abs(vel_d-Rd).max())/scale
assert gauge_error < 1e-4

# the d amplitude of 3p changes sign once, that of the nodeless 2p never
cells = np.where(Rd[:-1]*Rd[1:] < 0)[0]
assert len(cells) == 1
E0 = brentq(lambda e: observe(e)[1][0], kin[cells[0]], kin[cells[0]+1], xtol=1e-8)
Rd2p = dipole(wd, P2p)
assert np.all(Rd2p*Rd2p[0] > 0)

# second zero of beta, where Rd = 2 Rs cos(D)
excess = Rd - 2*Rs*np.cos(D)


def excess_at(e):
    a, b, d, _, _ = observe(e)
    return (b - 2*a*np.cos(d))[0]


others = [brentq(excess_at, kin[i], kin[i+1], xtol=1e-8)
          for i in np.where(excess[:-1]*excess[1:] < 0)[0]]
assert others
E1 = min(others, key=lambda e: abs(e-E0))
at0, at1 = observe(E0), observe(E1)
assert abs(at0[3][0]) < 1e-5 and abs(at1[3][0]) < 1e-5
low = minimize_scalar(lambda e: observe(e)[3][0], bounds=sorted((E0, E1)),
                      method="bounded", options={"xatol": 1e-3})
assert low.fun < 0
at_low = observe(low.x)
floor = (1-math.sqrt(1+8*math.cos(at_low[2][0])**2))/2
assert low.fun >= floor - 1e-9
below = np.where(kin < E0)[0]
top = below[np.argmax(beta[below])]
high = minimize_scalar(lambda e: -observe(e)[3][0],
                       bounds=(max(0.5, kin[top]-3), kin[top]+3),
                       method="bounded", options={"xatol": 1e-3})

# pieces of the vanishing d integral, cut at the nodes of both functions
wave0 = continuum(argon, 2, E0/EV)[0][:, 0]
node_d = node_radii(wave0, 15.0)[0]
cuts = sorted((node3p, node_d))
piece = wave0*P3p*r*r*h
parts = [piece[r <= cuts[0]].sum(),
         piece[(r > cuts[0]) & (r <= cuts[1])].sum(), piece[r > cuts[1]].sum()]
assert abs(sum(parts)) < 1e-6

I3p = -e3p*EV
print(f"angular formula, largest error: {angular_error:.1e}")
print(f"s shell, beta from sum over m: {s_shell_beta:.6f}")
print(f"Coulomb test, k = {k_test} /bohr, orbital decay = {a_test} /bohr")
print(f"  beta from 3D Coulomb wave: {beta_3d:.6f}")
print(f"  beta from partial waves: {beta_waves:.6f}")
print(f"  beta with phase difference set to 0: {beta_no_phase:.6f}")
print(f"H 1s sigma at 0.5 hartree kinetic: {sigma_h*MB:.5f} Mb")
print(f"  closed formula: {sigma_closed*MB:.5f} Mb")
print(f"Ar Hartree-Fock energy: {mf.e_tot:.5f} hartree")
print(f"Latter tail begins at: {latter_radius:.3f} bohr")
print(f"Ar 3p binding energy in model: {I3p:.3f} eV")
print(f"Ar 2p binding energy in model: {-e2p*EV:.2f} eV")
print(f"3p radial node: {node3p:.4f} bohr")
print(f"length-velocity relative difference: {gauge_error:.1e}")
print("R in bohr/sqrt(hartree), D = phase d minus phase s")
print("kin/eV photon/eV   R_s     R_d   cos D   beta  sigma/Mb")
for e in (1, 4, 7, 10, 16, 22, 28, 34, 40, 46, 52, 61, 76, 91, 121):
    i = int(np.argmin(abs(kin-e)))
    print(f"{kin[i]:5.0f} {kin[i]+I3p:8.2f} {Rs[i]:8.4f} {Rd[i]:8.4f}"
          f" {math.cos(D[i]):7.4f} {beta[i]:7.4f} {sigma[i]:8.4f}")
for name, e, q in (("Cooper zero R_d=0", E0, at0),
                   ("second zero of beta", E1, at1),
                   ("minimum of beta", low.x, at_low),
                   ("maximum of beta below R_d=0", high.x, observe(high.x))):
    print(f"{name}: kin {e:.2f} eV, photon {e+I3p:.2f} eV")
    print(f"  R_s {q[0][0]:.4f}, R_d {q[1][0]:.4f}, cos D {math.cos(q[2][0]):.4f},"
          f" beta {q[3][0]:.4f}, sigma {q[4][0]:.4f} Mb")
print(f"lower bound of beta at its minimum's cos D: {floor:.4f}")
print(f"d-wave first node at R_d=0: {node_d:.4f} bohr")
print("R_d pieces inside, between, outside the two nodes:")
print("  " + ", ".join(f"{p:.5f}" for p in parts) + " bohr/sqrt(hartree)")
print(f"2p R_d at {kin[0]:.0f} and {kin[-1]:.0f} eV kinetic: "
      f"{Rd2p[0]:.5f}, {Rd2p[-1]:.5f}")
for i in range(1, len(kin)-1):
    if sigma[i] < min(sigma[i-1], sigma[i+1]):
        m = minimize_scalar(lambda e: observe(e)[4][0],
                            bounds=(kin[i-1], kin[i+1]), method="bounded",
                            options={"xatol": 1e-2})
        print(f"local minimum of sigma: photon {m.x+I3p:.1f} eV, {m.fun:.4f} Mb")
print("tests ok")
```

It prints:

```
angular formula, largest error: 5.9e-14
s shell, beta from sum over m: 2.000000
Coulomb test, k = 1.0 /bohr, orbital decay = 1.5 /bohr
  beta from 3D Coulomb wave: 1.162766
  beta from partial waves: 1.162766
  beta with phase difference set to 0: 1.688338
H 1s sigma at 0.5 hartree kinetic: 0.93139 Mb
  closed formula: 0.93139 Mb
Ar Hartree-Fock energy: -526.81313 hartree
Latter tail begins at: 2.652 bohr
Ar 3p binding energy in model: 17.381 eV
Ar 2p binding energy in model: 259.11 eV
3p radial node: 0.4702 bohr
length-velocity relative difference: 4.8e-06
R in bohr/sqrt(hartree), D = phase d minus phase s
kin/eV photon/eV   R_s     R_d   cos D   beta  sigma/Mb
    1    18.38   0.9312  -3.4197 -0.3066  0.8032  88.1214
    4    21.38   0.7675  -2.4621  0.8411  1.4537  53.7240
    7    24.38   0.6483  -1.3452  0.9986  1.7583  19.4658
   10    27.38   0.5576  -0.7487  0.9238  1.8601   7.7503
   16    33.38   0.4289  -0.2190  0.7129  1.2995   1.8465
   22    39.38   0.3426  -0.0042  0.5263  0.0261   0.9139
   28    45.38   0.2811   0.0984  0.3636 -0.2121   0.8827
   34    51.38   0.2355   0.1506  0.2178  0.1435   1.0243
   40    57.38   0.2006   0.1767  0.0858  0.4895   1.1645
   46    63.38   0.1733   0.1879 -0.0334  0.7447   1.2606
   52    69.38   0.1515   0.1904 -0.1401  0.9288   1.3090
   61    78.38   0.1261   0.1853 -0.2777  1.1189   1.3108
   76    93.38   0.0967   0.1677 -0.4557  1.3080   1.2113
   91   108.38   0.0770   0.1485 -0.5856  1.4168   1.0720
  121   138.38   0.0526   0.1162 -0.7591  1.5306   0.8138
Cooper zero R_d=0: kin 22.18 eV, photon 39.56 eV
  R_s 0.3405, R_d 0.0000, cos D 0.5212, beta -0.0000, sigma 0.9064 Mb
second zero of beta: kin 31.79 eV, photon 49.17 eV
  R_s 0.2509, R_d 0.1353, cos D 0.2698, beta 0.0000, sigma 0.9677 Mb
minimum of beta: kin 26.04 eV, photon 43.42 eV
  R_s 0.2991, R_d 0.0723, cos D 0.4146, beta -0.2543, sigma 0.8576 Mb
maximum of beta below R_d=0: kin 9.97 eV, photon 27.36 eV
  R_s 0.5583, R_d -0.7524, cos D 0.9246, beta 1.8601, sigma 7.8073 Mb
lower bound of beta at its minimum's cos D: -0.2706
d-wave first node at R_d=0: 2.0535 bohr
R_d pieces inside, between, outside the two nodes:
  0.00433, -0.57535, 0.57102 bohr/sqrt(hartree)
2p R_d at 1 and 121 eV kinetic: 0.23761, 0.10632
local minimum of sigma: photon 42.5 eV, 0.8543 Mb
tests ok
```
